\section*{Self-energy versus cumulant periodization for the half-filled Hubbard chain, part 2}

The half-filled Hubbard chain has, up to a constant, $H=\sum_{ij\sigma}T_{ij}c^\dagger_{i\sigma}c_{j\sigma}+U\sum_i(n_{i\uparrow}-\tfrac12)(n_{i\downarrow}-\tfrac12)$, with $T_{ij}=-t$ on nearest-neighbour bonds and $\varepsilon_k=-2t\cos k$. We use atomic units, $k$ in units of $1/a$, and zero temperature. Open clusters of $N_c$ sites (subscript $c$) give the spin-up $G(z)=B(z-E)^{-1}B^T$, with real amplitudes $B$, diagonal pole energies $E$, $BB^T=1$ and first moment $BEB^T=T$. The self-energy and cumulant are
\begin{equation}
\Sigma=z-T-G^{-1},\qquad M=(z-\Sigma)^{-1}=(G^{-1}+T)^{-1}.
\label{eq:defs}
\end{equation}
For one site, with $\Lambda\equiv U^2/4$,
\begin{equation}
G=M=\frac{z}{z^2-\Lambda},\qquad \Sigma=\frac{\Lambda}{z}.
\label{eq:atom}
\end{equation}
With $\eta$ diagonal, $\eta_i=(-1)^i$, particle-hole symmetry gives
\begin{equation}
X(z)=-\eta\,X(-z)\,\eta\qquad\text{for }X=G,\ M,\ \Sigma .
\label{eq:ph}
\end{equation}
Periodization is $X(k)=v_k^\dagger X_cv_k$, $v_k(j)=e^{ikj}/\sqrt{N_c}$. It yields $G_\Sigma=1/(z-\varepsilon_k-\Sigma(k,z))$ or $G_M=M(k,z)/(1-\varepsilon_kM(k,z))$.

Interlacing: $G$ is the upper-left block of $(z-h)^{-1}$, with $h$ real symmetric and $h_{11}=T$. Block inversion gives $\Sigma_c$ positive semidefinite residues, so $G_\Sigma$ has one pole between adjacent poles of $\Sigma(k,z)$, a false state if they lie in the gap. By (\ref{eq:ph}), at $k=\pi/2$, $z=0$, $G_\Sigma$ has a pole (weight $Z$) if $\Sigma_c(0)$ is finite, and $G_M=0$ if $M_c(0)$ is finite.

For real $z=x$ at distance $d>\|T_c\|$ from the poles of $G_c$,
\begin{equation}
|M(k,x)|\le\|M_c\|\le\frac{1/d}{1-\|T_c\|/d}=\frac1{d-\|T_c\|},
\label{eq:bound}
\end{equation}
so $G_M$ has no pole for $|x|<d_0-\|T_c\|-2t$, with $d_0$ the cluster half gap.

The dimer's channels $\pm$ ($k=0,\pi$) have weights $w_\pm=(1\pm\cos k)/2$ and
\begin{equation}
\Sigma_\pm=\frac{\Lambda}{z\mp3t},\qquad M_\pm=\frac{z\mp3t}{D_\pm},\qquad D_\pm=z^2\mp3tz-\Lambda .
\label{eq:dimer}
\end{equation}
Its ground-state energy is $-U/2-c/2$, $c=\sqrt{16t^2+U^2}$. Here $M(k,x)=\mathcal N/(D_+D_-)$, $\mathcal N=x^3-(\Lambda+9t^2)x+3t\Lambda\cos k$; at $k=\pi/2$, $G_M$ has poles $\pm(R\pm3t/2)$, $R=\frac12\sqrt{9t^2+U^2}$.

The exact (Lieb-Wu) gap is
\begin{equation}
\Delta=\frac{16t^2}{U}\int_1^\infty\frac{\sqrt{y^2-1}}{\sinh(2\pi ty/U)}\,dy ,
\label{eq:lw}
\end{equation}

The example has $t=0.25$ eV, $U=3$ eV, $a=4$ \AA\ and $z=i\omega$, $\omega=0.05$ eV. At $k=\pi/2$, $\mathrm{Im}\,G$ is $-0.0295$ eV$^{-1}$ for the exact eight-site ring and $-4.0142$ eV$^{-1}$ for the dimer $G_\Sigma$.

\section{Why the cumulant is short-ranged}

The dimer and the norm bound show that averaging $M$ puts no state near the middle of a large gap. Whether it is accurate depends on the range of the exact $M$, which can be found for $U\gg t$.

Give bond $l$ of an open chain, joining sites $l-1$ and $l$, the amplitude $-te^{i\theta_l}$. Rephasing $c_j$ by the accumulated phase $\theta_1+\dots+\theta_j$ removes all the $\theta_l$, so $G_{0r}$ depends on them only through the factor $e^{\pm i(\theta_1+\dots+\theta_r)}$. Now expand in the hopping. The ground state is a spin state $\chi$ with one electron per site, dressed by virtual doubly occupied sites in powers of $t/U$. The resolvent in the sectors with one electron more or less expands in powers of the hopping over denominators such as $z\mp U/2$, which are of order $U$ when $z$ is deep in the gap. So $G_{0r}$ is the expectation value in $\chi$ of a power series in the amplitudes $te^{\pm i\theta_l}$. On singly occupied states the rephasing is a common phase, so $\chi$ does not depend on the $\theta_l$. The required factor can then arise only from terms that contain each of the bonds $1,\dots,r$ at least once, and by dimensions $G_{0r}=O(t^r/U^{r+1})$. In $M=G-GTG+GTGTG-\dots$ every term must cover the distance $r$, each step costing a factor $t$ either in $T$ or in $G$. Assuming the expansion is asymptotic,
\begin{equation}
M_{0r}(z)=O\!\left(t^r/U^{r+1}\right)\qquad\text{for }|z\mp U/2|\sim U .
\label{eq:range}
\end{equation}
On the six-site chain, doubling $U$ from $50t$ to $100t$ gives powers of $1/U$ equal to $2.00$, $3.99$, $5.98$ for $r=1,3,5$ at $z=0$, and $1.01$, $2.00$, $3.01$, $3.99$, $5.00$, $5.99$ for $r=0,\dots,5$ at $z=iU/4$.

The choice $\theta_l=\pi$ gives $M(z;-t)=\eta M(z;t)\eta$. Combined with (\ref{eq:ph}) this yields $M(-z;-t)=-M(z;t)$. Writing $M=U^{-1}f(z/U,t/U)$, the function $f$ is odd under a joint sign change. For $|z|$ of order $t$ the leading terms are linear in $z$ and $t$, and corrections are smaller by $t^2/U^2$.

The term linear in $z$ is the atomic one, $-z/\Lambda$, from (\ref{eq:atom}). The term linear in $t$ is read from $G(0)=-B E^{-1}B^T$. Write the poles as $-U/2+\xi$ in the lower band and $U/2+\xi$ in the upper band, with $\xi$ of order $t$. Satellites near $\pm3U/2$ need an extra doubly occupied site, which only an admixture of order $t/U$ in the ground state or in the final state can supply, so their weight is at most $O(t^2/U^2)$ and they do not enter at this order. Then
\begin{equation}
-\frac1{-U/2+\xi}\simeq\frac2U+\frac{4\xi}{U^2},\qquad-\frac1{U/2+\xi}\simeq-\frac2U+\frac{4\xi}{U^2}.
\end{equation}
Let $W_L$ and $W_U$ be the weight matrices of the bands and $\Xi$ the first moment of $\xi$ over both. The first-moment rule reads $T=(U/2)(W_U-W_L)+\Xi$, which eliminates $\Xi$:
\begin{equation}
G(0)\simeq\frac2U(W_L-W_U)+\frac4{U^2}\,\Xi=\frac4U(W_L-W_U)+\frac{4T}{U^2}.
\end{equation}
Here $(W_L-W_U)_{ij}=2\langle c^\dagger_{j\uparrow}c_{i\uparrow}\rangle-\delta_{ij}$, which vanishes on the diagonal. The bond value follows from the exchange energy. In the dimer the singlet lies at $-U/2-c/2\simeq-U-4t^2/U$ and the triplet at $-U$, so one bond contributes $(4t_l^2/U)(\mathbf S_i\cdot\mathbf S_j-\frac14)$, the bracket being $-1$ and $0$ in the two cases. In second order the bonds add, since a hop on one bond can be undone only on the same bond. The Hellmann-Feynman theorem for $t_l$, applied to the Hubbard and to the spin Hamiltonian, gives
\begin{equation}
-4\langle c^\dagger_{j\uparrow}c_{i\uparrow}\rangle=\frac{\partial E_0}{\partial t_l}=\frac{8t}{U}\left(\langle\mathbf S_i\cdot\mathbf S_j\rangle-\tfrac14\right),
\end{equation}
the $4$ counting two spins and two directions. With $t=-T_{ij}$, $(W_L-W_U)_{ij}=-(4T_{ij}/U)(\frac14-\langle\mathbf S_i\cdot\mathbf S_j\rangle)$, and
\begin{equation}
G_{ij}(0)\simeq-\frac{16T_{ij}}{U^2}\left(\tfrac14-\langle\mathbf S_i\cdot\mathbf S_j\rangle\right)+\frac{4T_{ij}}{U^2}=\frac{16T_{ij}}{U^2}\langle\mathbf S_i\cdot\mathbf S_j\rangle .
\end{equation}
Since $G(0)=O(t/U^2)$, the term $GTG$ is $O(t^3/U^4)$ and $M(0)=G(0)$ at this order. Collecting both linear terms,
\begin{equation}
M(z)\simeq-\frac{z-S}{\Lambda},\qquad S_{ij}=4T_{ij}\langle\mathbf S_i\cdot\mathbf S_j\rangle,\qquad \Sigma(z)\simeq\Lambda\,(z-S)^{-1}.
\label{eq:lead}
\end{equation}
The last form comes from $\Sigma=z-M^{-1}$, where the bare $z$ is smaller by $t^2/U^2$ and is dropped. For the dimer $\langle\mathbf S_0\cdot\mathbf S_1\rangle=-\frac34$ gives $S_{01}=3t$, with eigenvalues $\pm3t$, in agreement with (\ref{eq:dimer}).

In (\ref{eq:lead}) the cumulant is a nearest-neighbour matrix and the self-energy is its inverse. The in-gap poles of $\Sigma_c$ are the $N_c$ eigenvalues of $S$, bounded by $6t$ because each bond element is at most $3t$, and so they are inside the gap for $U\gg t$. The hypothesis of the interlacing argument is then met whenever $S\neq0$, except at the isolated $k$ where fewer than two distinct eigenvalues of $S$ have nonzero weight, such as $k=0$ and $\pi$ for the dimer. If the spin correlations vanish, all poles merge at $0$ at this order and the atomic case returns.

The expansion parameter of $M$ is $t/U$, while expanding $(z-S)^{-1}$ in hoppings has parameter $t/|z|$. On the uniform chain $S(k)=s\cos k$ with $s=-8t\langle\mathbf S_i\cdot\mathbf S_{i+1}\rangle>0$. The Fourier coefficients $f_r$ of $1/(i\omega-s\cos k)$ obey $i\omega f_r-(s/2)(f_{r+1}+f_{r-1})=\delta_{r0}$. The trial form $f_r=f_0\lambda^{|r|}$ requires $\lambda+1/\lambda=2i\omega/s$ for $r\ne0$. The decaying solution for $\omega>0$ is $\lambda=-ie^{-\kappa}$, since $-ie^{-\kappa}+ie^{\kappa}=2i\sinh\kappa$. At $r=0$, $1/f_0=i\omega-s\lambda=is(\sinh\kappa+e^{-\kappa})=is\cosh\kappa$. Therefore
\begin{equation}
|\Sigma_r(i\omega)|\simeq\frac{\Lambda\,e^{-\kappa|r|}}{\sqrt{\omega^2+s^2}},\qquad\sinh\kappa=\frac\omega s .
\end{equation}
The decay length grows as $s/\omega$ and does not depend on $U$ at this order. For real $|x|<s$ the equation $\lambda+1/\lambda=2x/s$ has $|\lambda|=1$ and there is no decay. For $|z|\sim U$ with $|z\mp U/2|\sim U$ the elements $\Sigma_r$ fall with the same power $(t/U)^{|r|}$ as the bound on $M_r$, though not with the same coefficients, so away from the Hubbard bands the slow or absent decay is confined to $|z|\lesssim t$. Within a distance of order $t$ of $\pm U/2$ the expansion fails and the decay is no longer controlled by $t/U$: on the open six-site chain at $z=U/2+it$, $|\Sigma_{02}/\Sigma_{01}|$ is $0.223$ at $U=50t$ and $0.215$ at $U=100t$.

On the six-site ring at $z=it/2$ the one-pole form deviates from the exact $\Sigma(k)$ by at most $1.24\%$ of its value at $U=50t$ and $0.31\%$ at $U=100t$, a factor of four as predicted. On the open six-site chain with bond elements $\beta_l=S_{l-1,l}$, solve $Sy=e_0$. Rows $0$, $2$, $4$ give $\beta_1y_1=1$, $\beta_2y_1+\beta_3y_3=0$ and $\beta_4y_3+\beta_5y_5=0$, while rows $5$, $3$, $1$ give $y_4=y_2=y_0=0$. Since $\Sigma(0)=-\Lambda S^{-1}$ and reflection makes $\beta_4=\beta_2$, $\beta_5=\beta_1$,
\begin{equation}
\frac{\Sigma_{05}(0)}{\Sigma_{01}(0)}=\frac{\beta_2\beta_4}{\beta_3\beta_5}=\frac{0.2755^2}{0.6076\times0.6675}=0.187,
\end{equation}
using the Heisenberg bond correlations. The exact ratios are $0.1877$ and $0.1873$ at $U=50t$ and $100t$. The ratio $M_{05}/M_{01}$ falls from $1.05\times10^{-5}$ to $6.7\times10^{-7}$, close to the factor $16$ of a $U^{-4}$ law.

At $U=12t$ and $\omega=0.05$ eV, the eight-site Heisenberg value $-0.4564$ gives $s=8\times0.25\times0.4564=0.913$ eV, $\kappa=0.0548$ and $a/\kappa=73$ \AA, about $18$ sites. This is a leading-order figure; scaling the $1.24\%$ error by $(50/12)^2$ suggests an uncertainty of roughly $20\%$. The exact ring has, for $r=0,\dots,4$,
\begin{align}
|M_r|&=0.0310,\ 0.2189,\ 0.0007,\ 0.0091,\ 0.0001\ \text{eV}^{-1},\nonumber\\
|\Sigma_r|&=8.62,\ 1.68,\ 8.43,\ 0.49,\ 8.37\ \text{eV}.\nonumber
\end{align}
Distances $|r|\ge2$ carry $0.17\%$ of $\sum_r|M_r|^2$ and $73\%$ of $\sum_r|\Sigma_r|^2$. The leading-order $|M_1|=16\times0.25\times0.4564/9=0.203$ eV$^{-1}$ is $7\%$ below the exact value. The term linear in $z$ is less accurate at this $U$: $|M_0|\simeq\omega/\Lambda=0.022$ eV$^{-1}$ is $28\%$ below the exact $0.031$ eV$^{-1}$, and $\Lambda/\omega=45$ eV overestimates $|\Sigma(\pi/2)|$ by a third. The even-odd pattern of $\Sigma_r$ comes from the two mesh points $k=\pm\pi/2$, where $|\Sigma|\simeq1/0.0295=33.9$ eV. They contribute $(2/8)\times33.9\times|\cos(\pi r/2)|$, which is $8.5$ eV at even $r$ and zero at odd $r$. The ring is shorter than the decay length, so it shows the absence of decay and cannot measure $\kappa$.

At leading order in $t/U$ and for $|z|\lesssim t$, the remaining error of cumulant periodization is an error in a coefficient. The periodized dimer has $s=3t=0.75$ eV, from one bond with correlation $-\frac34$ shared over two sites, against $0.913$ eV for the eight-site ring, which is $18\%$ low; against the infinite-chain value $0.886$ eV, from the known correlation $\frac14-\ln2=-0.4431$, it is $15\%$ low. Over the ring's momenta at $z=0.05i$ eV the largest $|G-G_{\rm ring}|$ is $0.072$, $0.045$ and $0.035$ eV$^{-1}$ for $G_M$ with $N_c=2,4,6$, on a scale set by $12t/U^2=0.33$ eV$^{-1}$. For $G_\Sigma$ it is $3.98$, $2.56$ and $1.81$ eV$^{-1}$, and for the dimer it is the false pole at $\pi/2$: $4.0142-0.0295=3.9847$ eV$^{-1}$.

\section{What averaging the cumulant costs}

The interlacing argument has a mirror image. By (\ref{eq:defs}) and block inversion, $M_c$ is the upper-left block of the resolvent of $h$ with $h_{11}$ set to zero, so it also has positive semidefinite residues. The average $M(k,x)$ has fixed poles and decreases from $+\infty$ to $-\infty$ between adjacent ones, so it has exactly one zero in each interval, and $G_M$ vanishes there. The interval that spans the middle of the gap holds the physical zero. The others lie among the poles of $M_c$, which by (\ref{eq:bound}) are outside $|x|<d_0-\|T_c\|$. For the dimer at $k=\pi/2$, $\mathcal N=x(x^2-\Lambda-9t^2)$ has the extra zeros $\pm\sqrt{2.25+0.5625}=\pm1.677$ eV, between $1.171$ and $1.921$ eV, at energies where neither $\Sigma_+$ nor $\Sigma_-$ has a pole. Each Hubbard band is cut in two. For the dimer the artefact has moved from the gap, where the true spectrum is empty, into the bands, where it distorts a spectrum that the cluster resolves only coarsely. For larger clusters the bound keeps the extra zeros away from the middle of the gap but does not exclude them just inside its edge.

At weak coupling the preference for $M$ loses its basis, because $d_0$ is no longer large compared with $t$ and neither (\ref{eq:bound}) nor (\ref{eq:range}) applies. The difference between the schemes is explicit for the dimer. Let $g_\pm=z-\Sigma_\pm$ and $\bar g=w_+g_++w_-g_-=z-\Sigma(k,z)$. Then $1/M(k)=g_+g_-/(w_+g_-+w_-g_+)$. With $w_+^2+w_-^2=1-2w_+w_-$,
\begin{equation}
\bar g\,(w_+g_-+w_-g_+)-g_+g_-=w_+w_-(g_+^2+g_-^2-2g_+g_-),
\end{equation}
so the self-energy implied by $M(k)$ exceeds the averaged one by
\begin{equation}
\left[z-\frac1{M(k)}\right]-\Sigma(k,z)=\frac{w_+w_-(\Sigma_+-\Sigma_-)^2}{z-w_+\Sigma_--w_-\Sigma_+}.
\end{equation}
For $U\ll t$ and $|z|\ll t$, $\Sigma_\pm\simeq\mp g$ with $g=U^2/12t$, and $w_+w_-=\sin^2k/4$, so the difference is $g^2\sin^2k/(z-g\cos k)$. It is of order $U^4$ for $|z|\gg g$, where the schemes agree through second order in $U$. Near $z=0$ it is a pole that opens a gap. With $\Sigma(k,z)\simeq-g\cos k$ the poles of $G_M$ obey $[z+(2t+g)\cos k]\,(z-g\cos k)=g^2\sin^2k$. At $k=\pi/2$ the edge is $R-3t/2\simeq g$. For $g/t\ll\cos k\ll1$ the positive root is $z\simeq g\cos k+g^2/(2t\cos k)$, which is lowest at $\cos^2k=g/2t$, so the edge over the zone is about $g\sqrt{2g/t}$, of order $U^3/t^2$. The exact gap is far smaller, since for $U\ll t$ the factor $1/\sinh$ in (\ref{eq:lw}) is at most of order $e^{-2\pi t/U}$. At $U=t=0.25$ eV the edge of $G_M$ over the zone is $0.0077$ eV (the estimate above gives $0.0085$ eV, and the edge at $k=\pi/2$ is $0.020$ eV) and the Lieb-Wu half gap is $0.00063$ eV, a factor of $12$; this comparison rests on (\ref{eq:lw}) alone, since no small ring resolves such a gap. The chain happens to be insulating at every $U>0$, but the gap of $G_M$ does not derive from that fact. The zero $G_M(\pi/2,0)=0$ needed only particle-hole symmetry and a finite $M_c(0)$, just as the Fermi point of $G_\Sigma$ needed only the symmetry and a finite $\Sigma_c(0)$. When both are finite, the choice of scheme alone decides between a zero and a pole at $k=\pi/2$, and only the range of the exact lattice quantity, short for $M$ when $U\gg t$, says which choice is right. Doped clusters and magnetically ordered solutions do not obey (\ref{eq:ph}) for each spin separately; the interlacing statements and the norm bound do not need it and still hold. A N\'eel-ordered chain with even $N_c$ keeps more. The particle-hole map reverses the staggered moment and the reflection $\mathcal R$ of the cluster restores it, so $X(z)=-\eta\mathcal R\,X(-z)\,\mathcal R\eta$. Since $\mathcal R\eta v_k$ is $v_{\pi-k}$ up to a phase, $X(\pi/2,z)$ is again odd in $z$ and both conclusions at $k=\pi/2$ survive.

\section*{Calculated quantities}
\begin{verbatim}
inputs: t = 0.25 eV, U = 3.0 eV, U/t = 12, a = 4.0 A, omega = 0.05 eV
half gap: Lieb-Wu 1.0572 eV, 8-ring 1.1046 eV
8-ring |M_r(i om)| r=0..4 [1/eV]: 0.03104 0.21893 0.00071 0.00907 0.00013
8-ring |Sigma_r(i om)| r=0..4 [eV]: 8.621 1.678 8.431 0.494 8.374
share of sum|X_r|^2 at |r|>=2: M 0.0017, Sigma 0.7269
6-chain, U/t 50->100, power of 1/U, M_0r(0) r=1,3,5: 2.002 3.993 5.983
same at z=iU/4, r=0..5: 1.009 1.998 3.010 3.993 4.998 5.985
6-chain Heisenberg <S.S> bonds 1,2,3: -0.6675 -0.2755 -0.6076
U/t=50, z=0: M05/M01 1.052e-05, Sigma05/Sigma01 0.1877
U/t=100, z=0: M05/M01 6.665e-07, Sigma05/Sigma01 0.1873
strong-coupling Sigma05/Sigma01: 0.1872
6-ring one-pole Sigma(k, it/2), max rel error U/t=50,100: 0.0124 0.0031
8-ring <S.S> -0.4564, s 0.9128 eV, kappa 0.0548 per site
Sigma decay length a/kappa 73.1 A
dimer G_S, k=0.167 pi/a: poles -1.5403 -0.6352 1.7425 eV, weights 0.6092 0.0739 0.3169
dimer G_S, k=0.333 pi/a: poles -1.6144 -0.3547 1.7191 eV, weights 0.4867 0.1672 0.3461
dimer G_S, k=0.667 pi/a: poles -1.7191 0.3547 1.6144 eV, weights 0.3461 0.1672 0.4867
dimer Sigma poles +-0.7500 eV, U^2/4 2.2500 eV^2, U^2/12t 3.0000 eV
spurious band at pi/2a: Z 0.2000, hbar v 2.8000 eV A = 4.254e+05 m/s
zone-averaged in-gap weight per spin 0.1137
dimer G_M at pi/2a: poles +-1.1712, +-1.9212 eV; extra zeros +-1.6771 eV
dimer G_M addition edge 1.1310 eV at k=0.329 pi/a
Nc=2: cluster half gap 1.3311 eV, |T| 0.2500 eV, proven window 0.5811 eV
Nc=2: G_S Z 0.2000; G_M edge 1.1310 eV, edge/Lieb-Wu 1.070
Nc=2: max_k |G-G_ring|(i om): G_S 3.9847, G_M 0.0724 1/eV
Nc=4: cluster half gap 1.1849 eV, |T| 0.4045 eV, proven window 0.2804 eV
Nc=4: G_S Z 0.1285; G_M edge 1.0695 eV, edge/Lieb-Wu 1.012
Nc=4: max_k |G-G_ring|(i om): G_S 2.5601, G_M 0.0451 1/eV
Nc=6: cluster half gap 1.1317 eV, |T| 0.4505 eV, proven window 0.1812 eV
Nc=6: G_S Z 0.0910; G_M edge 1.0407 eV, edge/Lieb-Wu 0.984
Nc=6: max_k |G-G_ring|(i om): G_S 1.8137, G_M 0.0348 1/eV
Im G(pi/2a, i om): ring -0.0295, dimer G_M -0.0277, G_S -4.0142 1/eV
Nc=4 in-gap Sigma poles [eV]: -0.8106 -0.5370 0.5370 0.8106
Nc=4 G_S in-gap poles at k=pi/3a [eV]: -0.7634 -0.3492 0.7255 weights 0.0218 0.0909 0.0102
U=t=0.25 eV: dimer G_M edge 0.00766 eV, Lieb-Wu half gap 0.000628 eV, ratio 12.2
\end{verbatim}
